# Hopping in a deep sinusoidal lattice: asymptotic form and first corrections

## 1. Definitions and conventions

One particle of mass \(m\) moves in one dimension in the potential \(sE_R\sin^2(kx)\), with recoil energy \(E_R=\hbar^2k^2/2m\). With \(z=kx\), energies in units of \(E_R\) and \(\lambda=\sqrt s\),
\[ -\psi''+\lambda^2\sin^2 z\,\psi=E\psi . \tag{1}\]
The wells lie at \(z=n\pi\) and the barrier tops at \(z=\pi/2+n\pi\). Bloch states obey \(\psi(z+\pi)=e^{i\pi q}\psi(z)\) with \(-1<q\le1\). The lowest band is even in \(q\) with period 2, so
\[E(q)=\bar E-2\sum_{n\ge1}J_n\cos n\pi q,\qquad W\equiv E(1)-E(0)=4(J_1+J_3+\dots),\]
because \(-2J_n[(-1)^n-1]\) is \(4J_n\) for odd \(n\) and zero for even \(n\). Here \(J_n\) is the hopping to the \(n\)-th neighbour. We define \(J=W/4\). The result to be derived is the expansion for \(s\to\infty\)
\[J=J_0\Big[1-\frac{7}{16\lambda}-\frac{59}{512\lambda^2}+O(\lambda^{-3})\Big],\qquad J_0=\frac4{\sqrt\pi}\,s^{3/4}e^{-2\sqrt s}. \tag{2}\]
\(J_0\) is only the leading term, and its relative error falls as slowly as \(s^{-1/2}\).

## 2. The exact band

Write \(\psi=\sum_n c_ne^{i(q+2n)z}\) and \(\sin^2z=\tfrac12-\tfrac14(e^{2iz}+e^{-2iz})\). Equation (1) becomes
\[[(q+2n)^2+s/2]\,c_n-\tfrac s4(c_{n+1}+c_{n-1})=Ec_n .\]
The off-diagonal elements are all negative, so by the Perron–Frobenius theorem the lowest eigenvector is nondegenerate with all \(c_n>0\). It therefore shares the reflection symmetry of the matrix. At \(q=0\), \(c_n=c_{-n}\) and the state \(\psi_+\) is a sum of \(\cos 2nz\). At \(q=1\), \(c_n=c_{-1-n}\) and the state \(\psi_-\) is a sum of \(\cos(2n+1)z\). Both are even about \(z=0\); about \(z=\pi/2\), \(\psi_+\) is even and \(\psi_-\) is odd:
\[\psi_\pm'(0)=0,\qquad \psi_+'(\pi/2)=0,\qquad\psi_-(\pi/2)=0. \tag{3}\]

These states are the band edges. Let \(y_1,y_2\) solve (1) with \((y,y')=(1,0)\) and \((0,1)\) at \(z=0\), and let \(M\) be the matrix with columns \((y_j(\pi),y_j'(\pi))\). Its determinant is the Wronskian, 1, so for a Bloch state its eigenvalues are \(e^{\pm i\pi q}\) and \(\operatorname{tr}M=2\cos\pi q\). Propagation from 0 to \(-\pi\) is \(M^{-1}\) by periodicity and \(PMP\), with \(P=\mathrm{diag}(1,-1)\), by evenness of the potential. The upper left elements are \(y_2'(\pi)\) and \(y_1(\pi)\), so these are equal and
\[D(E)\equiv y_1(\pi;E)=\cos\pi q. \tag{4}\]
An energy fixes \(\cos\pi q\), so the continuous function \(E(q)\) takes no value twice on \([0,1]\) and is monotonic. It rises: \(|\psi_q|\) is periodic, has the same potential energy as \(\psi_q\) and no larger kinetic energy, so \(E(0)\le E(q)\). Hence \(W\) is the full width.

With \(\xi=z-\pi/2\), \(\sin^2z=\tfrac12(1+\cos2\xi)\), and (1) is the Mathieu equation \(y''+(a-2Q\cos2\xi)y=0\) with \(a=E-s/2\), \(Q=s/4\). The state \(\psi_+\) is the lowest even solution of period \(\pi\), with characteristic value \(a_0\); \(\psi_-\) is the lowest odd solution that changes sign over \(\pi\), with value \(b_1\). Thus \(W=b_1(s/4)-a_0(s/4)\).

## 3. The width as a quantity at the barrier top

Let \(E_+=E(0)\), \(E_-=E(1)\). Multiply the equation for \(\psi_-\) by \(\psi_+\), the equation for \(\psi_+\) by \(\psi_-\), and subtract. The potential cancels:
\[-(\psi_+\psi_-'-\psi_-\psi_+')'=W\,\psi_+\psi_- .\]
Integrate from 0 to \(\pi/2\). By (3) the bracket vanishes at 0 and its second term vanishes at \(\pi/2\), so exactly
\[W\int_0^{\pi/2}\psi_+\psi_-\,dz=-\psi_+(\pi/2)\,\psi_-'(\pi/2). \tag{5}\]

Normalize \(\psi_\pm\) to 1 on the cell \(|z|\le\pi/2\), positive at \(z=0\), and define \(\phi=\tfrac12(\psi_++\psi_-)\). The parities about \(\pi/2\) give \(\phi(\pi-z)=\tfrac12(\psi_+-\psi_-)(z)\), and (3) gives \(\psi_+(\pi/2)=2\phi(\pi/2)\), \(\psi_-'(\pi/2)=2\phi'(\pi/2)\). Write the overlap in (5) as \(\tfrac12(1-\delta)\). Expanding the square, \(\int_{\rm cell}(\psi_+-\psi_-)^2=2-2(1-\delta)\), so \(\delta=4\int_0^{\pi/2}\phi(\pi-z)^2dz\), and in the same way \(\int_{\rm cell}\phi^2=1-\delta/2\). Equation (5) becomes, still exactly,
\[J=-\frac{2\,\phi(\pi/2)\,\phi'(\pi/2)}{1-\delta}. \tag{6}\]

The deep-lattice assumption enters in finding \(\phi\). With \(E_m=\tfrac12(E_++E_-)\) and \(H\) the operator in (1),
\[H\phi=\tfrac12(E_+\psi_++E_-\psi_-)=E_m\phi-\tfrac W2\,\phi(\pi-z).\]
The source carries the factor \(W\), which will turn out to be of order \(e^{-2\lambda}\), so up to such terms \(\phi\) solves (1) at energy \(E_m\). In the barrier it is then \(d(z)+\beta\,d(\pi-z)\), where \(d\) decays away from the well at 0 and its mirror image grows. In the well, \(\psi_+\) and \(\psi_-\) are even solutions with the same norm and energies differing by \(W\), so \(\phi(\pi)=\tfrac12(\psi_+-\psi_-)(0)\) is exponentially small. Since \(\beta\,d(\pi-z)\) reaches the size \(\beta\,d(0)\) near \(z=\pi\), \(\beta\) is exponentially small too. This is an order-of-magnitude argument. The exact states bear it out: \(\phi(\pi)/\phi(0)\) is \(-3.8\times10^{-2}\) at \(s=5\), \(-9.7\times10^{-4}\) at \(s=20\) and \(-2.3\times10^{-7}\) at \(s=80\), that is \(-0.14W\), \(-0.10W\) and \(-0.06W\). Section 5 tests its consequences to \(O(\lambda^{-2})\). To every power of \(1/\lambda\), then, \(\phi\) is the even, normalized, decaying one-well solution and \(J=-2\phi\phi'|_{\pi/2}\), a formula of Herring type.

## 4. The one-well solution and the leading term

Put \(u=-\phi'/\phi\). Then \(\phi''/\phi=u^2-u'\), and (1) reads
\[u^2-u'=\lambda^2\sin^2z-E .\]
Expand \(u=\lambda u_0+u_1+u_2/\lambda+u_3/\lambda^2+\dots\) and \(E_m=\lambda\epsilon_0+\epsilon_1+\epsilon_2/\lambda+\dots\). Neither \(\psi_+\) nor \(\psi_-\) has a node inside the cell \(|z|<\pi/2\), so \(\phi>0\) and \(u\) is finite there; \(\phi\) is even, so \(u(0)=0\). We use \(t=\tan(z/2)\), for which \(\sin z=2t/(1+t^2)\), \(dz=2\,dt/(1+t^2)\), \(d/dz=\tfrac12(1+t^2)\,d/dt\), and \(t=1\) at the barrier top.

Order \(\lambda^2\): \(u_0^2=\sin^2z\). The root \(u_0=\sin z\) decays on both sides of the well.

Order \(\lambda\): \(2u_0u_1-u_0'=-\epsilon_0\), so \(2\sin z\,u_1=\cos z-\epsilon_0\). The left side vanishes at \(z=0\), which forces \(\epsilon_0=1\), and \(u_1=-(1-\cos z)/(2\sin z)=-t/2\). The same condition fixes the energy at every order. Because \(E\) is of lower order than the potential, the turning points never enter, and one expansion covers well and barrier. It fails only near the next well, where \(t\to\infty\).

Order 1: \(2u_0u_2+u_1^2-u_1'=-\epsilon_1\). With \(u_1'=-\tfrac14(1+t^2)\), \(u_1^2-u_1'=\tfrac14+\tfrac12t^2\). Hence \(\epsilon_1=-\tfrac14\) and
\[u_2=-\frac{t^2}{2}\cdot\frac{1+t^2}{4t}=-\frac{t(1+t^2)}8 .\]

Order \(1/\lambda\): \(2u_0u_3+2u_1u_2-u_2'=-\epsilon_2\). Here \(2u_1u_2=\tfrac18t^2(1+t^2)\) and \(-u_2'=\tfrac1{16}(1+t^2)(1+3t^2)\). Their sum is \(\tfrac1{16}(1+t^2)(1+5t^2)=\tfrac1{16}(1+6t^2+5t^4)\), so \(\epsilon_2=-\tfrac1{16}\) and
\[u_3=-\frac{6t^2+5t^4}{16}\cdot\frac{1+t^2}{4t}=-\frac{(6t+5t^3)(1+t^2)}{64}.\]
Thus \(E_m=\lambda-\tfrac14-\tfrac1{16\lambda}+\dots\), the harmonic zero-point energy with its anharmonic shifts; at \(s=400\) this gives 19.746875 against the exact 19.746751.

The integrals \(I_k=\int_0^zu_k\,dz=\int_0^t2u_k\,dt/(1+t^2)\) are
\[I_0=1-\cos z,\quad I_1=-\tfrac12\ln(1+t^2),\quad I_2=-\frac{t^2}8,\quad I_3=-\frac{3t^2}{32}-\frac{5t^4}{128},\]
with values \(1,\ -\tfrac12\ln2,\ -\tfrac18,\ -\tfrac{17}{128}\) at \(t=1\), and \(\phi=N\exp(-\lambda I_0-I_1-I_2/\lambda-I_3/\lambda^2-\dots)\).

At leading order keep \(I_0\) and \(I_1\), with \(e^{-I_1}=\sqrt{1+t^2}=1/\cos(z/2)\). The norm comes from \(z\sim\lambda^{-1/2}\), where \(\phi^2\approx N^2e^{-\lambda z^2}\), so \(N^2=\sqrt{\lambda/\pi}\):
\[\phi_0=\Big(\frac\lambda\pi\Big)^{1/4}\frac{e^{-\lambda(1-\cos z)}}{\cos(z/2)},\qquad \phi_0^2(\pi/2)=2\sqrt{\lambda/\pi}\,e^{-2\lambda}.\]
With \(J=2u\phi^2\) and \(u(\pi/2)\approx\lambda\),
\[J_0=2\lambda\cdot2\sqrt{\lambda/\pi}\,e^{-2\lambda}=\frac4{\sqrt\pi}\lambda^{3/2}e^{-2\lambda},\]
which is the leading term of (2), since \(\lambda^{3/2}=s^{3/4}\). The exponent is the action \(\int_0^\pi\sqrt V\,dz=2\lambda\) from well bottom to well bottom. One factor 2 comes from (6), the other from \(1/\cos^2(\pi/4)\).

The neglected \(\delta\) follows from \(\phi^2\approx\phi_0^2(\pi/2)\,e^{-2\lambda(z-\pi/2)}\) just beyond the top: \(\delta\approx4\phi_0^2(\pi/2)/2\lambda=4e^{-2\lambda}/\sqrt{\pi\lambda}\) at leading order. At \(s=30\) this is \(1.69\times10^{-5}\), against \(1.97\times10^{-5}\) from the exact states.

## 5. Corrections in \(1/\lambda\)

The ratio \(J/J_0\) is the product of an amplitude factor, a slope factor and an inverse norm.

The amplitude factor is \(A=\exp(-2I_2/\lambda-2I_3/\lambda^2)\) at \(t=1\), so \(\ln A=\frac1{4\lambda}+\frac{17}{64\lambda^2}\).

The slope factor is \(S=u(\pi/2)/\lambda=1-\frac1{2\lambda}-\frac1{4\lambda^2}\), from \(u_1(1)=-\tfrac12\), \(u_2(1)=-\tfrac14\). Using \(\ln(1+x)=x-x^2/2\), \(\ln S=-\frac1{2\lambda}-(\tfrac14+\tfrac18)\frac1{\lambda^2}\). The first term is the lowering of the decay constant \(\sqrt{s-E}\approx\lambda-\tfrac12\) by the zero-point energy.

For the norm write \(N^2=\sqrt{\lambda/\pi}/n\) and substitute \(w=2\sin(z/2)\). Then \(2(1-\cos z)=w^2\), \(\cos^2(z/2)=1-w^2/4\), \(dz=dw/\cos(z/2)\), \(t^2=w^2/4+O(w^4)\), and
\[n=\sqrt{\lambda/\pi}\int dw\,e^{-\lambda w^2}\Big(1-\frac{w^2}4\Big)^{-3/2}\exp\Big(\frac{t^2}{4\lambda}+\dots\Big).\]
The cell is \(|w|\le\sqrt2\); extending the Gaussian moments to infinity costs terms of order \(e^{-2\lambda}\). Since \(w^2\sim1/\lambda\), the terms needed through \(\lambda^{-2}\) are \(1+\tfrac38w^2+\tfrac{15}{128}w^4+\tfrac{w^2}{16\lambda}\). With \(\langle w^2\rangle=\frac1{2\lambda}\), \(\langle w^4\rangle=\frac3{4\lambda^2}\),
\[n=1+\frac3{16\lambda}+\Big(\frac{45}{512}+\frac{16}{512}\Big)\frac1{\lambda^2}=1+\frac3{16\lambda}+\frac{61}{512\lambda^2},\]
and \(\ln n=\frac3{16\lambda}+\big(\frac{61}{512}-\frac9{512}\big)\frac1{\lambda^2}=\frac3{16\lambda}+\frac{13}{128\lambda^2}\).

Adding the logarithms,
\[\ln\frac J{J_0}=\Big(\frac14-\frac12-\frac3{16}\Big)\frac1\lambda+\Big(\frac{34}{128}-\frac{48}{128}-\frac{13}{128}\Big)\frac1{\lambda^2}=-\frac7{16\lambda}-\frac{27}{128\lambda^2}.\]
Exponentiating, the second-order coefficient is \(-\frac{108}{512}+\frac12\cdot\frac{49}{256}=-\frac{59}{512}\), which completes (2).

The same factors give the value and slope separately: \(\psi_+(\pi/2)/2\phi_0=\sqrt{A/n}\approx1+(\tfrac18-\tfrac3{32})/\lambda=1+\frac1{32\lambda}\), and \(-\psi_-'(\pi/2)/2\lambda\phi_0=S\sqrt{A/n}\approx1-\frac{15}{32\lambda}\). The first correction thus comes almost wholly from the slope. At \(\lambda=15\) the exact eigenvectors give 1.00251 and 0.96786, against 1.00208 and 0.96875. The numerical check tests these two ratios, and the profile of \(\phi\) from well to barrier top, within \(O(\lambda^{-2})\), which supports the argument of section 3. It also extrapolates exact values of \(J/J_0\) for \(\lambda=20\) to 60 as a polynomial in \(1/\lambda\) and finds 1.00000000, \(-0.437500\), \(-0.11523\), in agreement with (2). The same extrapolation puts the third coefficient, not derived here, near \(-0.11\).

## 6. Comparison with the exact width

Errors are relative to the exact \(J=W/4\); energies are in \(E_R\).

| \(s\) | exact \(J\) | \(J_0\) | error of \(J_0\) | 1st order | 2nd order |
|---|---|---|---|---|---|
| 5 | 6.605e-2 | 8.620e-2 | +30.5% | +4.96% | +1.96% |
| 10 | 1.919e-2 | 2.274e-2 | +18.5% | +2.12% | +0.75% |
| 15 | 6.519e-3 | 7.439e-3 | +14.1% | +1.23% | +0.35% |
| 20 | 2.491e-3 | 2.785e-3 | +11.8% | +0.85% | +0.20% |
| 25 | 1.039e-3 | 1.146e-3 | +10.3% | +0.64% | +0.14% |
| 30 | 4.629e-4 | 5.057e-4 | +9.2% | +0.52% | +0.10% |

\(J_0\) is too large at each depth, as the negative coefficients in (2) imply. Its excess reaches 10% at \(s=26.3\) and 5% only at \(s=89.7\). The factor \(1-7/(16\sqrt s)\) brings the error to 5% at \(s=5\) and to about 2% or less from \(s=10\). At \(s=5\) the second-order ratio \(J/J_0\) is 0.781 against the exact 0.766, and the extrapolated third term, \(-0.11/5^{3/2}=-0.010\), accounts for about two thirds of the difference. The neglected \(\delta=1.7\times10^{-2}\) is not small at this depth, but in (6) it raises \(J\), the direction opposite to the residual; the net effect of all exponentially small terms is not determined here. For \(s\to0\) the formula fails outright: \(E=q^2\) gives \(J=\tfrac14\), while \(J_0\to0\).

The difference between \(W/4\) and the nearest-neighbour hopping is \(J_3+J_5+\dots\). Its smallness follows from (4). Expand about the zero \(E_*\) of \(D\): \(D'\eta+\tfrac12D''\eta^2=c\), with \(\eta=E-E_*\), \(c=\cos\pi q\). Iterating once, \(\eta=c/D'-D''c^2/2D'^3\), and \(c^2=\tfrac12(1+\cos2\pi q)\), so \(J_1\approx-1/2D'\) and \(J_2\approx D''/8D'^3=(D''/2D')J_1^2\). Further iteration gives a term in \(c^3\), and hence \(J_3\), with coefficient \(D''^2/2D'^5-D'''/6D'^4\). If \(D''/D'\), \(D'''/D'\) and the higher ratios are not exponentially large, an assumption here, each further neighbour costs another factor of order \(J_1\). The computed ratios behave this way: \(J_2/J_1\) goes from \(-5.2\times10^{-2}\) at \(s=5\) to \(-1.9\times10^{-4}\) at \(s=30\), and \(J_3/J_1\) from \(4.3\times10^{-3}\) to \(5.5\times10^{-8}\). \(W/4\) exceeds \(J_1\) by 0.43% of \(J_1\) at \(s=5\) and by 0.022% at \(s=10\). From \(s=10\) on the table therefore applies to \(J_1\) as well, within 0.03 percentage points; at \(s=5\) the errors relative to \(J_1\) are +31.1%, +5.42% and +2.40%.

The harmonic orbital \(g=(\lambda/\pi)^{1/4}e^{-\lambda z^2/2}\) cannot replace \(\phi_0\). Since \(g'=-\lambda zg\), it gives \(J_G=-2gg'|_{\pi/2}=\pi\lambda\sqrt{\lambda/\pi}\,e^{-\pi^2\lambda/4}=\sqrt\pi\,s^{3/4}e^{-\pi^2\lambda/4}\). The parabola \(z^2\) lies above \(\sin^2z\), so the exponent is \(2\int_0^{\pi/2}z\,dz=2.47\) in place of \(2\int_0^{\pi/2}\sin z\,dz=2\). The ratio \(J_G/J_0=(\pi/4)\,e^{-(\pi^2/4-2)\lambda}\) falls with depth, and \(J_G/J\) is 0.36 at \(s=5\) and 0.066 at \(s=30\). The overlap of the Gaussian with \(\phi\) tends to 1 as \(s\) grows, because the weight concentrates within \(|z|\sim\lambda^{-1/2}\). The hopping, however, is set at the barrier top, where \(g/\phi_0\) falls exponentially with \(\lambda\).

## 7. Worked example

Take the model parameters \(m=100\) u, a standing wave of wavelength \(\lambda_L=1000\) nm (period 500 nm, \(k=2\pi/\lambda_L\)) and \(s=10\). Then \(E_R/h=h/2m\lambda_L^2=1995.2\) Hz and \(\lambda=3.16228\).

The exact width is \(W=2.923668-2.846922=0.07675\), so \(J=0.01919\). The identity (5) reproduces it from the exact states: \(0.12058\times0.31734/0.498586=0.07675\).

The leading term is \(J_0=2.2568\times5.62341\times1.79176\times10^{-3}=0.02274\), and equally \(2\lambda\phi_0^2(\pi/2)=2\times3.16228\times3.59530\times10^{-3}=0.02274\). From \(\phi_0(\pi/2)=0.05996\), the leading barrier value is \(2\phi_0=0.1199\), close to the exact 0.1206, while the leading slope \(2\lambda\phi_0=0.3792\) exceeds the exact 0.3173 in magnitude. The error sits in the slope, as section 5 predicts.

The corrections are \(-0.1383\) and \(-0.0115\), giving \(J=0.02274\times0.8617=0.01959\) at first order and \(0.02274\times0.850=0.01933\) at second. The unexpanded product \(AS/n=1.1114\times0.8169/1.0712=0.848\) differs from 0.850 by terms of order \(\lambda^{-3}\). The exact ratio is 0.8438, which is 0.006 below the second-order value. The extrapolated third term, \(-0.11/3.162^3=-0.0035\), covers about half of this; the rest, about \(-0.003\), lies in terms not computed here.

In laboratory units the exact hopping is \(J=h\times38.3\) Hz, with tunnelling time \(\hbar/J=4.16\) ms. The leading formula gives 45.4 Hz and 3.51 ms, and the first-order formula 39.1 Hz and 4.07 ms.

## Computed values

```
u1,u2,u3 = -t/2 , -t*(t**2 + 1)/8 , -t*(t**2 + 1)*(5*t**2 + 6)/64
E coefficients (lam^1,0,-1): [1, -1/4, -1/16]
int_0^(pi/2) u_k dz, k=0..3: [1, -log(2)/2, -1/8, -17/128]
norm coefficients: [3/16, 61/512]  c1, c2: -7/16 -59/512
extrapolated c0..c3: 1.00000000 -0.437500 -0.11523 -0.1095
series c1, c2 decimal: -0.437500 -0.11523
s=400 band centre exact 19.746751, series 19.746875 E_R
lam=15 psi+(pi/2)/2phi0 = 1.00251, 1+1/(32lam) = 1.00208
lam=15 -psi-'/(2lam phi0) = 0.96786, 1-15/(32lam) = 0.96875
lam=15 norm of phi0 = 1.01291, 1+3/(16lam) = 1.01250
s=10 q=0.37: y(pi) = 0.3971479, cos(pi q) = 0.3971479
s | E(0) E(1) W J=W/4 J0  [E_R]
 5 | 1.818774 2.082985 2.64211e-01 6.60528e-02 8.61963e-02
10 | 2.846922 2.923668 7.67468e-02 1.91867e-02 2.27387e-02
15 | 3.589238 3.615314 2.60758e-02 6.51894e-03 7.43914e-03
20 | 4.199954 4.209919 9.96542e-03 2.49136e-03 2.78490e-03
25 | 4.732952 4.737107 4.15433e-03 1.03858e-03 1.14550e-03
30 | 5.212892 5.214743 1.85153e-03 4.62884e-04 5.05671e-04
s | J/J0; error % of J0, 1st order, 2nd order; J_gauss/J
 5 | 0.7663; +30.50 +4.96 +1.96; 0.3604
10 | 0.8438; +18.51 +2.12 +0.75; 0.2123
15 | 0.8763; +14.12 +1.23 +0.35; 0.1466
20 | 0.8946; +11.78 +0.85 +0.20; 0.1086
25 | 0.9067; +10.29 +0.64 +0.14; 0.0837
30 | 0.9154; +9.24 +0.52 +0.10; 0.0663
s | J1 [E_R], J2/J1, J3/J1, delta, delta estimate
 5 | 6.57673e-02 -5.16e-02 +4.3e-03 1.69e-02 1.72e-02
10 | 1.91825e-02 -1.18e-02 +2.2e-04 2.83e-03 2.27e-03
15 | 6.51882e-03 -3.46e-03 +1.9e-05 6.22e-04 4.96e-04
20 | 2.49135e-03 -1.18e-03 +2.2e-06 1.71e-04 1.39e-04
25 | 1.03858e-03 -4.53e-04 +3.2e-07 5.47e-05 4.58e-05
30 | 4.62884e-04 -1.88e-04 +5.5e-08 1.97e-05 1.69e-05
J0 too high by 10% at s = 26.3
J0 too high by 5% at s = 89.7
Gaussian exponent pi^2/4 = 2.4674, 4/sqrt(pi) = 2.2568
example: m = 100 u, wavelength 1000 nm, period 500 nm, s = 10
E_R/h = 1995.2 Hz
lam = 3.16228, s^(3/4) = 5.62341, exp(-2lam) = 1.79176e-03
phi0(pi/2)^2 = 3.59530e-03, band centre series 2.89251 E_R
psi+(pi/2) = 0.12058, psi-'(pi/2) = -0.31734, overlap = 0.498586
factors: amplitude 1.1114, slope 0.8169, norm 1.0712
c1/lam = -0.1383, c2/s = -0.0115
leading J0: 0.02274 E_R = h x 45.37 Hz, hbar/J = 3.508 ms
1st order: 0.01959 E_R = h x 39.09 Hz, hbar/J = 4.071 ms
2nd order: 0.01933 E_R = h x 38.57 Hz, hbar/J = 4.127 ms
exact W/4: 0.01919 E_R = h x 38.28 Hz, hbar/J = 4.158 ms
```
